# First half: the pair approximation and the exact chain

## The decision that hangs on the result

Suppose that the interaction energy of two neighbouring adatoms in a row is known, and that the number of neighbouring pairs at a given coverage and temperature is wanted. One can run a Monte Carlo simulation, or one can solve a quadratic equation supplied by the quasi-chemical approximation. The same choice arises in reverse. If occupied pairs, empty pairs and mixed pairs have been counted in an equilibrated row, one can fit a simulation to the counts, or take a logarithm and read off the interaction energy.

For a long single row with interactions between nearest neighbours only, the quadratic equation gives the exact equilibrium answer, and a simulation would add nothing but statistical noise. For coupled rows, or for interactions of longer range, the same equation is in general an approximation. The derivation below shows which property of the chain makes the difference.

## Model and conventions

The sites of a straight row are numbered by $i$. Each is empty, $n_i=0$, or holds one adatom, $n_i=1$. The energy is

$$E=w\sum_i n_i n_{i+1}.$$

A negative $w$ means attraction and a positive $w$ means repulsion. The binding energy of a single adatom is the same on every site and is absorbed in the zero of the chemical potential $\mu$. The row exchanges atoms with a reservoir at temperature $T$, so a configuration with $M$ atoms has the statistical weight

$$z^{M}e^{-E/kT},\qquad z=e^{\mu/kT}.$$

The number $z$ is the activity. The interaction enters through

$$K=e^{-w/kT},$$

which exceeds 1 for attraction and is below 1 for repulsion. Both $w$ and $T$ are finite, with $T>0$, so $K$ is positive and finite.

In the long uniform row every site has the same mean occupation $\theta$, the coverage, with $0<\theta<1$. The site probabilities are $p_1=\theta$ and $p_0=1-\theta$. The pair probability $P_{ab}$ is the probability that a site is in state $a$ and its right-hand neighbour is in state $b$.

## One unknown remains

A site is occupied whatever its neighbour does. Summing over the right-hand neighbour, and then over the left-hand one, gives

$$P_{11}+P_{10}=\theta,\qquad P_{11}+P_{01}=\theta.$$

Subtraction shows that $P_{10}=P_{01}$. Call this common value $x$. An empty site gives in the same way $P_{00}+P_{01}=1-\theta$. Therefore

$$P_{11}=\theta-x,\qquad P_{10}=P_{01}=x,\qquad P_{00}=1-\theta-x. \tag{1}$$

At given coverage, all four pair probabilities follow from $x$. Since none may be negative, $x$ lies between 0 and the smaller of $\theta$ and $1-\theta$.

These relations hold for any uniform row, whatever its interactions. The interaction must supply the one missing equation.

## What the quasi-chemical approximation assumes

The energy per site is $wP_{11}$, because a row has one bond per site. The entropy is harder, because neighbouring bonds share a site and cannot be filled independently.

The quasi-chemical approximation first treats the bonds as independent objects. Each then contributes the entropy $-k\sum_{ab}P_{ab}\ln P_{ab}$. This counts the freedom of each site twice, since each site belongs to two bonds. The approximation repairs the double counting by subtracting one site entropy, $-k\sum_a p_a\ln p_a$, per site. The resulting entropy per site is

$$\frac{s}{k}=-\sum_{ab}P_{ab}\ln P_{ab}+\sum_a p_a\ln p_a. \tag{2}$$

The correction is right when the sites are uncorrelated. In that case $P_{ab}=p_ap_b$, and the first term is

$$-\sum_{ab}p_ap_b(\ln p_a+\ln p_b)=-2\sum_a p_a\ln p_a .$$

Adding the second term of (2) leaves one site entropy, as it should. Whether (2) is also right for correlated sites is the question to be settled.

The free energy per site at fixed coverage is $f=wP_{11}-Ts$, or

$$f=wP_{11}+kT\Big[\sum_{ab}P_{ab}\ln P_{ab}-\sum_a p_a\ln p_a\Big]. \tag{3}$$

The approximation takes the value of $x$ that minimizes $f$.

## The mass-action law

When $x$ increases at fixed $\theta$, equation (1) shows that $P_{11}$ and $P_{00}$ each fall at unit rate, while $P_{10}$ and $P_{01}$ each rise at unit rate. The site probabilities do not change. The derivative of $P\ln P$ with respect to $P$ is $\ln P+1$, so

$$\frac{df}{dx}=-w+kT\big[-(\ln P_{11}+1)-(\ln P_{00}+1)+2(\ln x+1)\big].$$

The constants in the bracket cancel, and

$$\frac{df}{dx}=-w+kT\ln\frac{x^2}{P_{11}P_{00}}. \tag{4}$$

Setting this to zero gives $\ln(P_{11}P_{00}/x^2)=-w/kT$, hence

$$\frac{P_{11}P_{00}}{P_{10}P_{01}}=K. \tag{5}$$

This has the form of a chemical equilibrium. Two mixed pairs can be exchanged for one occupied pair and one empty pair, at an energy cost $w$. The name of the approximation comes from this analogy.

The solution is unique. A second differentiation gives

$$\frac{d^2f}{dx^2}=kT\left(\frac{2}{x}+\frac{1}{P_{11}}+\frac{1}{P_{00}}\right)>0,$$

so the slope (4) rises steadily. It tends to $-\infty$ as $x\to0$. It tends to $+\infty$ at the upper end of the allowed range, where $P_{11}$ or $P_{00}$ vanishes. It therefore passes through zero once, and that point is the minimum. The uniqueness will carry the final identification: any set of pair probabilities that satisfies both (1) and (5) must be the quasi-chemical one.

On a lattice with $c$ neighbours per site there are $c/2$ bonds per site, and the double counting is repaired by subtracting $c-1$ site entropies. At fixed coverage the subtracted part does not depend on $x$. The energy and the pair entropy are both multiplied by $c/2$, which drops out when the slope is set to zero. Thus the approximation gives the same law (5) for every $c$. It does not ask whether the bonds close into loops.

## Solving for the pair probabilities

Insert (1) into (5):

$$(\theta-x)(1-\theta-x)=Kx^2.$$

On the left the terms linear in $x$ are $-\theta x-(1-\theta)x=-x$. Hence

$$\theta(1-\theta)-x+x^2=Kx^2,$$

$$(K-1)x^2+x-\theta(1-\theta)=0.$$

For $K\ne1$ the two roots are

$$x=\frac{-1\pm R}{2(K-1)},\qquad R=\sqrt{1+4(K-1)\theta(1-\theta)}. \tag{6}$$

The square root is real. Its argument can be written as $[1-4\theta(1-\theta)]+4K\theta(1-\theta)$, where the bracket equals $(1-2\theta)^2$ and the last term is positive.

The lower sign is excluded. For $K>1$ it makes $x$ negative. For $K<1$ it gives $x=(1+R)/[2(1-K)]$, which exceeds $1/2$, whereas $x$ cannot exceed the smaller of $\theta$ and $1-\theta$. The upper sign remains. Multiply its numerator and denominator by $R+1$ and use $R^2-1=4(K-1)\theta(1-\theta)$:

$$x=\frac{R^2-1}{2(K-1)(R+1)}=\frac{2\theta(1-\theta)}{1+R}. \tag{7}$$

This form also holds at $K=1$, where $R=1$ and $x=\theta(1-\theta)$, the value for random mixing.

## Limits

For strong attraction, $K\to\infty$ at fixed coverage, $R\approx2\sqrt{K\theta(1-\theta)}$ and

$$x\approx\sqrt{\theta(1-\theta)/K}.$$

Mixed pairs mark the ends of clusters, so the clusters become long and few. Their number per site stays above zero at any finite $K$.

For strong repulsion, $K\to0$ and $R\to|1-2\theta|$. If $\theta\le1/2$, then $1+R\to2(1-\theta)$ and $x\to\theta$. Every adatom has an empty right-hand neighbour, and $P_{11}\to0$. If $\theta>1/2$, then $x\to1-\theta$ and $P_{00}\to0$. There are too many atoms to keep apart, and the empty sites are isolated instead.

At low coverage, with $|K-1|\theta\ll1$, expansion of the root gives $R\approx1+2(K-1)\theta$. To second order in $\theta$, equation (7) becomes

$$x\approx\theta(1-\theta)[1-(K-1)\theta]\approx\theta-K\theta^2.$$

Hence $P_{11}\approx K\theta^2$: the chance of a random encounter multiplied by the Boltzmann factor of the bond.

## The exact chain

So far nothing has shown that the entropy (2) is right. The exact calculation starts from the statistical weights and does not use (2).

Close $N$ sites into a ring, so that site $N+1$ is site 1. The weight of a configuration is a product over bonds of the factors

$$t_{ab}=z^{(a+b)/2}K^{ab}.$$

Each site appears in two bonds and receives half its activity from each. Written out, the elements of this transfer matrix are

$$t_{00}=1,\qquad t_{01}=t_{10}=\sqrt z,\qquad t_{11}=zK. \tag{8}$$

Summing over the occupations multiplies the matrices together, and the partition function is $Z=\mathrm{Tr}\,t^N$.

The matrix is real and symmetric. Its eigenvalues solve

$$(\lambda-1)(\lambda-zK)=z.$$

The left side is a parabola with zeros at $1$ and $zK$. Since the right side is positive, the larger root $\lambda_1$ lies above both zeros, and the smaller root $\lambda_2$ lies below both. The roots are therefore distinct, and their sum $1+zK$ is positive. It follows that $\lambda_1>|\lambda_2|$.

Let $v$ be the normalized eigenvector of $\lambda_1$. The first row of the eigenvalue equation, $v_0+\sqrt z\,v_1=\lambda_1v_0$, gives

$$\frac{v_1}{v_0}=\frac{\lambda_1-1}{\sqrt z}>0. \tag{9}$$

Both components can be taken as positive.

## Pair probabilities in the long chain

Fix two neighbouring sites in states $a$ and $b$. Their bond contributes $t_{ab}$. The sum over all other sites runs from $b$ around the ring back to $a$ and contributes $(t^{N-1})_{ba}$. Thus

$$P_{ab}=\frac{t_{ab}\,(t^{N-1})_{ba}}{\mathrm{Tr}\,t^N}. \tag{10}$$

Let $u$ be the normalized eigenvector of $\lambda_2$. The spectral expansion is

$$(t^{N-1})_{ba}=\lambda_1^{N-1}v_bv_a+\lambda_2^{N-1}u_bu_a .$$

As $N$ grows, the second term becomes negligible beside the first, and $\mathrm{Tr}\,t^N$ approaches $\lambda_1^N$. In the infinite chain

$$P_{ab}=\frac{v_a\,t_{ab}\,v_b}{\lambda_1}. \tag{11}$$

Summing over $b$ and using $\sum_bt_{ab}v_b=\lambda_1v_a$ gives the site probabilities

$$p_a=v_a^2. \tag{12}$$

Now form the mass-action ratio from (11):

$$\frac{P_{11}P_{00}}{P_{10}P_{01}}=\frac{v_1^2\,t_{11}\;v_0^2\,t_{00}}{(v_1v_0\,t_{10})(v_0v_1\,t_{01})}=\frac{t_{11}t_{00}}{t_{10}t_{01}}=\frac{zK}{z}=K.$$

The eigenvector components cancel, and so do the eigenvalue and the activity. The exact pair probabilities satisfy (5). They also satisfy (1), because the infinite chain is uniform. By uniqueness they are the quasi-chemical probabilities given by (7).

The argument covers every coverage between 0 and 1. As $z\to0$, the eigenvalue equation gives $\lambda_1-1\approx z$, so (9) makes $v_1/v_0\approx\sqrt z\to0$. As $z\to\infty$, $\lambda_1\approx zK$ and $v_1/v_0\approx K\sqrt z\to\infty$. The coverage $v_1^2$ changes continuously from 0 to 1 between these limits.

The cancellation has a physical meaning. The factor $v_a$ carries the influence of everything to the left of the bond, and $v_b$ that of everything to the right. Each depends on one end of the bond. The correlation between the two ends that is left over comes from their own bond alone.

# Second half: consequences, limits and an example

## Symbols and results carried over

The coverage is $\theta$, the neighbour energy is $w$, and $K=e^{-w/kT}$. The activity is $z=e^{\mu/kT}$. The pair probabilities of the infinite chain are $P_{11}=\theta-x$, $P_{10}=P_{01}=x$ and $P_{00}=1-\theta-x$, with

$$x=\frac{2\theta(1-\theta)}{1+R},\qquad R=\sqrt{1+4(K-1)\theta(1-\theta)}.$$

They obey $P_{11}P_{00}/x^2=K$. The transfer matrix $t$ has elements $t_{00}=1$, $t_{01}=t_{10}=\sqrt z$ and $t_{11}=zK$, eigenvalues $\lambda_1>|\lambda_2|$ and leading eigenvector $v$. In its terms $P_{ab}=v_at_{ab}v_b/\lambda_1$ and $p_a=v_a^2$, where $p_1=\theta$ and $p_0=1-\theta$.

## Isotherm and free energy

The occupied and empty pairs give

$$\frac{P_{11}}{P_{00}}=\frac{\theta zK}{1-\theta},\qquad P_{00}=\frac{1-\theta}{\lambda_1}.$$

Solving for the activity and the eigenvalue,

$$z=\frac{P_{11}(1-\theta)}{P_{00}\,\theta K},\qquad \lambda_1=\frac{1-\theta}{P_{00}}. \tag{13}$$

The first equation is the adsorption isotherm. Without interaction, $P_{11}/P_{00}=\theta^2/(1-\theta)^2$ and it reduces to $z=\theta/(1-\theta)$. At half coverage $P_{11}=P_{00}$, so $z=1/K$ and $\mu=w$.

The exact grand potential per site is $-kT\ln\lambda_1$. Adding $\mu\theta$ gives the exact free energy at fixed coverage, $kT(\theta\ln z-\ln\lambda_1)$. To compare it with the quasi-chemical one, put $v_a=\sqrt{p_a}$ into the pair probability and take the logarithm:

$$\ln P_{ab}=\tfrac12\ln p_a+\tfrac12\ln p_b+\ln t_{ab}-\ln\lambda_1 .$$

Multiply by $P_{ab}$ and sum. The first two terms together give $\sum_ap_a\ln p_a$. The third gives

$$2x\cdot\tfrac12\ln z+P_{11}(\ln z+\ln K)=\theta\ln z-\frac{wP_{11}}{kT},$$

because $x+P_{11}=\theta$. When the sum is inserted in the quasi-chemical free energy (3), the site terms and the interaction terms cancel:

$$f=kT(\theta\ln z-\ln\lambda_1). \tag{14}$$

The approximation is therefore exact for the free energy of the infinite chain too.

## Why the entropy count is right

The entropy can also be counted directly. Place $M$ atoms in $q$ clusters on a ring of $N$ sites, with at least one site empty. Mark one cluster and choose its first site, in $N$ ways. Dividing $M$ atoms into $q$ successive clusters means choosing $q-1$ of the $M-1$ places between atoms. The $N-M$ empty sites are divided into $q$ gaps in the same way. Each arrangement has then been counted $q$ times, once for each choice of the marked cluster. The number of arrangements is

$$g=\frac Nq\binom{M-1}{q-1}\binom{N-M-1}{q-1}. \tag{15}$$

Each cluster has one right-hand end, so $q=Nx$. For large $N$, Stirling's formula turns the logarithm of the first binomial, divided by $N$, into

$$\theta\ln\theta-x\ln x-(\theta-x)\ln(\theta-x).$$

The second gives the same expression with $\theta$ replaced by $1-\theta$. The term $N^{-1}\ln(N/q)$ vanishes. The sum is the quasi-chemical entropy (2). In a row the repaired pair count is thus the true number of arrangements, to leading order in the logarithm.

## Clusters and correlations

For three successive sites in the infinite chain the argument that gave $P_{ab}$ yields

$$P_{abc}=\frac{v_at_{ab}t_{bc}v_c}{\lambda_1^2}=\frac{P_{ab}P_{bc}}{p_b}.$$

The second form follows because $P_{ab}P_{bc}$ contains $v_b^2=p_b$. Each further site adds one more factor of the same kind. Given the state of one site, the sites on its two sides are independent, so the chain is Markovian.

An atom is followed by another atom with probability $P_{11}/\theta$, and by an empty site with probability $x/\theta$. A cluster therefore has length $L$ with probability

$$\left(\frac{P_{11}}{\theta}\right)^{L-1}\frac x\theta .$$

This is a geometric distribution with mean $\theta/x$.

Let $A_d$ be the probability that a site is occupied when the site $d$ places to its left is occupied. One more step gives

$$A_{d+1}=A_d\frac{P_{11}}\theta+(1-A_d)\frac{x}{1-\theta}.$$

The value $A=\theta$ reproduces itself, since $P_{11}+x=\theta$. Subtracting it, the deviation is multiplied at each step by

$$\rho=\frac{P_{11}}\theta-\frac x{1-\theta}=1-\frac{x}{\theta(1-\theta)}=1-\frac2{1+R}=\frac{R-1}{R+1}. \tag{16}$$

With $A_0=1$ this gives $A_d-\theta=(1-\theta)\rho^d$, and hence

$$\langle n_in_{i+d}\rangle-\theta^2=\theta(1-\theta)\rho^d. \tag{17}$$

For attraction $\rho$ is positive. For repulsion it is negative, and the correlations alternate in sign.

The first derivative of $\ln Z$ with respect to $\ln z$ is the mean number of atoms, and the second is the variance of that number. The slope of the isotherm, $d\theta/d\ln z$, is therefore the variance per site. It equals the sum of the correlations (17) over all separations, zero, positive and negative, with $d$ replaced by $|d|$. The geometric series gives

$$\frac{d\theta}{d\ln z}=\theta(1-\theta)\frac{1+\rho}{1-\rho}=\theta(1-\theta)R.$$

This is positive and finite, so the row does not separate into a dense and a dilute phase at any $T>0$.

## Finite rows

Consider an open row, whose two ends are not joined. Cutting one bond separates it into two parts. Let $L_a$ be the summed weight of the left part when it ends in state $a$, and $R_b$ that of the right part when it begins in state $b$. Then

$$P_{ab}=\frac{L_a\,K^{ab}\,R_b}{Z}.$$

The factors $L_a$ and $R_b$ cancel from the mass-action ratio, which equals $K$ on every bond of an open row of any length. Site energies that vary along the row change $L_a$ and $R_b$ but not this result. The coverages at the two ends of the bond may then differ, so formula (7), which assumes a uniform row, no longer applies. The law then holds for each bond separately, but pair counts added up over bonds with different surroundings need not obey it.

The coverage near a free end follows from the Markov property. A missing neighbour acts like an empty one, since neither contributes interaction energy. If the other end is far away, the end site therefore has the coverage of a site next to an empty site, $x/(1-\theta)$. Here $\theta$ is the coverage deep in the row.

In a ring the two ends of a bond are also connected the long way round. The second eigenvalue then matters. The matrix of conditional probabilities $P_{ab}/p_a=t_{ab}v_b/(\lambda_1v_a)$ has the eigenvalues of $t/\lambda_1$, which are $1$ and $\lambda_2/\lambda_1$. Its trace is

$$\frac{P_{00}}{1-\theta}+\frac{P_{11}}\theta=2-\frac{x}{\theta(1-\theta)}=1+\rho,$$

so $\lambda_2/\lambda_1=\rho$. Put $r=\rho^{N-1}$, and take $u=(-v_1,v_0)$, which is orthogonal to $v$. In (10) the matrix $t^{N-1}$ is proportional to $G$, with elements

$$G_{00}=1-\theta+r\theta,\qquad G_{11}=\theta+r(1-\theta),\qquad G_{01}=v_0v_1(1-r).$$

In these formulas $\theta$ is the infinite-chain coverage at the same activity. Since $\theta^2+(1-\theta)^2=1-2\theta(1-\theta)$,

$$G_{00}G_{11}=\theta(1-\theta)(1+r^2)+r[1-2\theta(1-\theta)]=\theta(1-\theta)(1-r)^2+r .$$

Dividing by $G_{01}^2=\theta(1-\theta)(1-r)^2$ gives

$$\frac{P_{11}P_{00}}{P_{10}P_{01}}=K\left[1+\frac{r}{\theta(1-\theta)(1-r)^2}\right]. \tag{18}$$

At fixed chemical potential the correction falls exponentially with ring length. If the number of atoms is fixed instead, the average of $q/N$ over the arrangements counted in (15), each weighted by $K^{M-q}$, differs from $x$ by a term of order $1/N$.

## Interactions that break the law

The proof needs the rest of the row to act on the two ends of a bond separately. An interaction between second neighbours spoils this, because the site to the left of the bond then interacts with both of its ends. In two coupled rows, a path through the other row joins the ends.

A trio energy $w_3$ for three successive occupied sites has a similar effect, and here the change can be bounded. Trios that contain at most one end of the bond only change $L_a$ or $R_b$, which cancel as before. The trio made of the bond and its left-hand neighbour contributes only if both ends of the bond are occupied. It multiplies the weight of the occupied pair by a factor between $1$ and $e^{-w_3/kT}$. The trio with the right-hand neighbour does the same. The mass-action ratio divided by $K$ must lie between $1$ and $e^{-2w_3/kT}$.

## Worked example: adatoms along a step edge

Take round parameters for adatoms that decorate a straight step edge on a metal surface: $w=-0.10$ eV, $T=500$ K, $\theta=0.30$ and a site spacing of 0.25 nm. Then $kT=0.04309$ eV and

$$K=e^{0.10/0.04309}=10.18,$$

$$R=\sqrt{1+4(9.185)(0.30)(0.70)}=2.952,$$

$$x=\frac{2(0.30)(0.70)}{1+2.952}=0.1063.$$

Hence $P_{11}=0.1937$ and $P_{00}=0.5937$. Random mixing would give $P_{11}=0.30^2=0.09$, too small by a factor of 2.15. The interaction energy is $wP_{11}=-0.0194$ eV per site.

From (13), $z=0.0748$, so $\mu=kT\ln z=-0.112$ eV. The mean cluster has $0.30/0.1063=2.82$ atoms and a length of 0.71 nm, counted as atoms times spacing. A fraction $x/\theta=0.35$ of the clusters are single atoms. The correlation factor is $\rho=1.952/3.952=0.494$, and the correlation length is $-0.25/\ln0.494=0.35$ nm.

With $w$ and $\theta$ held fixed, $P_{11}$ is 0.243 at 300 K and 0.157 at 800 K. The mean cluster length falls from 5.25 to 2.10 atoms.

Finite length matters in different ways. For a ring of 20 sites at the same chemical potential, (18) changes the ratio by 7 parts per million. For 20 sites holding exactly 6 atoms, the average over (15), weighted by $K^{M-q}$, gives $P_{10}=0.1206$. This is 13 % above the infinite-chain value. Applying (5) to the pair probabilities of this short row would give a neighbour energy of −0.085 eV instead of −0.10 eV. At a free end the coverage is $0.1063/0.70=0.152$, about half that of the interior.

## What the model leaves out

The next numbers come from enlarged transfer matrices, diagonalized numerically, with the activity adjusted to keep $\theta=0.30$ in each row. The added energies are assumed values. The last column is the neighbour energy that would be inferred by applying (5) to the pair probabilities, $w-kT\ln(\text{ratio}/K)$.

| Added interaction | $P_{11}$ | ratio$/K$ | inferred energy (eV) |
|---|---|---|---|
| second neighbour, −0.01 eV | 0.203 | 1.27 | −0.110 |
| trio, +0.01 eV | 0.182 | 0.75 | −0.088 |
| second row, −0.02 eV | 0.195 | 1.04 | −0.102 |
| second row, −0.10 eV | 0.223 | 2.29 | −0.136 |

In the last two cases each atom also interacts with the site directly opposite in a second, equal row.

Equilibrium is a further assumption. For an attempt rate of $10^{13}$ s$^{-1}$ and a hop barrier of 0.50 eV along the edge, an atom with one neighbour leaves a cluster at the rate

$$10^{13}\,e^{-(0.50+0.10)/0.04309}\approx9\times10^6\ \mathrm{s^{-1}}.$$

With one arrival per edge site per second, detachment is far faster at 500 K. The two rates become equal near 230 K. A growing row is then already far from equilibrium, because a cluster end loses only about one atom in the time in which one atom arrives per site. Equilibrium requires detachment to be much faster than arrival. Fast detachment is necessary for equilibrium during growth, but does not prove it, since atoms must also travel between clusters.

The energies in this example are illustrative and do not describe a particular metal. The site spacing of 0.25 nm is close to the nearest-neighbour distance in nickel and copper. Growth puts the assumption of a single row at risk, because further atoms attach beside the first ones. In the table, a coupling as strong as $w$ itself to a second, equally filled row raises $P_{11}$ by 15 % and makes the inferred attraction about 36 % too strong. A sparsely filled second row has a smaller effect. An equally filled one whose atoms each touch two atoms of the first row has a larger effect. The mass-action law is thus a sound way to extract $w$ from pair counts if the row is long and single, the counts represent equilibrium at a known temperature, the sites are equivalent, and the interactions beyond nearest neighbours are weak enough. How weak depends on the cluster length. For the short clusters of the example the error in $w$ is comparable to the added energies or smaller, but for long clusters it can be several times larger. At $\theta=0.30$ a sixth-neighbour energy of −0.01 eV shifts the inferred energy by −0.003 eV in the example, and by −0.048 eV for $w=-0.25$ eV at 400 K. A coupling of −0.002 eV to a second, equal row shifts it by −0.022 eV for $w=-0.25$ eV at 300 K. Added energies of opposite sign need not cancel in their effect. If the row is cooled before the pairs are counted, the temperature to use is roughly the one at which the counts stopped changing, not the earlier growth temperature.
